# Quantum-corrected Boltzmann particles and the free constant in each slice: a program that tests the result

```python
"""
Result under test: classical particles at temperature T reproduce a quantum
density n_q(x,z) when they move in V_eff = E_F - kT ln(n_q/N_c).
A slice profile alone leaves a constant C(x) free; a common Fermi level fixes it:
C(x) = E_F - kT ln(N_s(x)/(N_c W)), and dC/dx = <dV/dx> for Boltzmann filling.
Symbols: x along the channel, z across the film (0<z<W), V = F(x) z potential
energy, N_s sheet density, N_c classical effective density of all valleys.
Internal units: nm, eV. Field 1 eV/nm = 10 MV/cm. Density 1/nm^2 = 1e14 cm^-2.
"""
import numpy as np
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.constants import hbar, k, e, m_e, epsilon_0

H2M = hbar**2 / m_e / e * 1e18           # hbar^2/m_e in eV nm^2
T = 300.0
KT = k * T / e
W, L = 5.0, 40.0                         # film thickness, period along x
F_MEAN, F_AMP = 0.025, 0.015             # eV/nm
E_F = -0.08                              # eV, from band edge at the gate side
# valley pairs: (number of valleys, m_z, m_x, m_y), rough silicon masses
VALLEYS = [(2, 0.916, 0.19, 0.19), (2, 0.19, 0.916, 0.19), (2, 0.19, 0.19, 0.916)]


def film_matrices(mz, nb):
    """Kinetic energy and position z in the hard-wall sine basis."""
    n = np.arange(1, nb + 1)
    a, b = np.meshgrid(n, n, indexing="ij")
    odd = (a + b) % 2 == 1
    diff = np.where(odd, a**2 - b**2, 1)
    zmat = np.where(odd, -8 * W * a * b / (np.pi**2 * diff**2), 0.0)
    return np.diag(H2M / (2 * mz) * (n * np.pi / W)**2), zmat + np.eye(nb) * W / 2


NB = 20
MATS = {mz: film_matrices(mz, NB) for mz in (0.916, 0.19)}


def solve_slice(field, z, kt=KT, ef=E_F, fermi=False):
    """Density at z, and sheet density of each valley pair."""
    sines = np.sqrt(2 / W) * np.sin(np.outer(z, np.arange(1, NB + 1)) * np.pi / W)
    dens, sheets = np.zeros(len(z)), []
    for g, mz, mx, my in VALLEYS:
        kin, zmat = MATS[mz]
        en, c = np.linalg.eigh(kin + field * zmat)
        eta = (ef - en) / kt
        occ = np.logaddexp(0, eta) if fermi else np.exp(eta)
        occ = occ * 2 * g * np.sqrt(mx * my) * kt / (2 * np.pi * H2M)
        dens += (sines @ c)**2 @ occ
        sheets.append(occ.sum())
    return dens, np.array(sheets)


def fd_thermal(mz, pot, h):
    """Sum of |psi|^2 exp(-E/kT) by finite differences on interior points."""
    t = H2M / (2 * mz * h * h)
    en, c = eigh_tridiagonal(2 * t + pot, -t * np.ones(len(pot) - 1),
                             select="v", select_range=(-1.0, 1.0))
    return (c**2 / h) @ np.exp(-en / KT)


N_C = sum(2 * g * np.sqrt(mx * my * mz) * (KT / (2 * np.pi * H2M))**1.5
          for g, mz, mx, my in VALLEYS)
F_LO, F_HI = F_MEAN - F_AMP, F_MEAN + F_AMP

# --- slice solver against finite differences
h = W / 1000
zf = h * np.arange(1, 1000)
n_fd = sum(2 * g * np.sqrt(mx * my) * KT / (2 * np.pi * H2M)
           * fd_thermal(mz, F_HI * zf, h) for g, mz, mx, my in VALLEYS)
n_fd *= np.exp(E_F / KT)
n_sine = solve_slice(F_HI, zf)[0]
err_solver = np.max(abs(n_fd - n_sine)) / n_sine.max()
assert err_solver < 1e-3

# --- hard-wall law and vanishing correction in a classical interior
m1, wide = 0.19, 30.0
hw = wide / 1500
zw = hw * np.arange(1, 1500)
lam = np.sqrt(H2M / (2 * m1 * KT))
free = np.sqrt(m1 * KT / (2 * np.pi * H2M))
half = zw <= wide / 2
ratio_flat = fd_thermal(m1, 0 * zw, hw) / free
err_wall = np.max(abs(ratio_flat - (1 - np.exp(-(zw / lam)**2)))[half])
assert err_wall < 2e-3
well = -0.1 * np.exp(-zw / 2.0)
corr_wide = -KT * np.log(fd_thermal(m1, well, hw) / free) - well
corr_interior = corr_wide[np.argmin(abs(zw - wide / 2))]
assert abs(corr_interior) < 1e-4

# --- table of target density over the device
NX, NZ = 128, 200
dx, dz = L / NX, W / NZ
xs, zs = (np.arange(NX) + 0.5) * dx, (np.arange(NZ) + 0.5) * dz
field = F_MEAN - F_AMP * np.cos(2 * np.pi * xs / L)
slope = F_AMP * 2 * np.pi / L * np.sin(2 * np.pi * xs / L)
solved = [solve_slice(f, zs) for f in field]
n_q = np.array([s[0] for s in solved])
N_s = np.array([s[1].sum() for s in solved])
v_eff = E_F - KT * np.log(n_q / N_C)
v_corr = v_eff - field[:, None] * zs

# --- mean longitudinal force and the constant found without energy levels
prof = n_q / n_q.sum(axis=1, keepdims=True)
grad_corr = (np.roll(v_corr, -1, 0) - np.roll(v_corr, 1, 0)) / (2 * dx)
mean_corr_force = -(prof * grad_corr).sum(axis=1)
mean_true_force = -slope * (prof @ zs)
force_scale = abs(mean_true_force).max()
assert abs(mean_corr_force).max() < 0.01 * force_scale
hf = NX // 2
integrand = -mean_true_force[:hf]
dC_integral = dx * (integrand.sum() - 0.5 * (integrand[0] + integrand[-1]))
dC_fermi = KT * np.log(N_s[0] / N_s[hf - 1])
assert abs(dC_integral - dC_fermi) < 1e-4

# --- particle dynamics; lengths in nm, energies in kT, mass 1
rng = np.random.default_rng(7)
NP, DT, RATE = 8000, 0.025, 0.2


def run_particles(density, state, burn=3000, sample=4000):
    """Move particles in -kT ln(density) with thermalizing collisions."""
    x, z, vx, vz = [a.copy() for a in state]
    smooth = -np.log(density / (zs * (W - zs))**2)
    fx = (-(np.roll(smooth, -1, 0) - np.roll(smooth, 1, 0)) / (2 * dx)).ravel()
    fz = (-np.gradient(smooth, dz, axis=1)).ravel()
    counts, kinetic, taken = np.zeros(NX * NZ), 0.0, 0

    def cell(xp, zp):
        ix = np.floor(xp / dx).astype(np.int64) & (NX - 1)
        return ix * NZ + (zp / dz).astype(np.int64)

    for step in range(burn + sample):
        x += 0.5 * DT * vx
        z += 0.5 * DT * vz
        out = np.flatnonzero((z <= 0) | (z >= W))
        if out.size:
            z[out] = np.where(z[out] <= 0, -z[out], 2 * W - z[out])
            vz[out] *= -1
        idx = cell(x, z)
        vx += DT * fx.take(idx, mode="clip")
        # wall force is capped in the last 0.02 nm to keep the time step stable
        wall = 2 / np.maximum(z, 0.02) - 2 / np.maximum(W - z, 0.02)
        vz += DT * (fz.take(idx, mode="clip") + wall)
        x += 0.5 * DT * vx
        z += 0.5 * DT * vz
        hit = rng.integers(0, NP, rng.poisson(NP * RATE * DT))
        vx[hit] = rng.standard_normal(hit.size)
        vz[hit] = rng.standard_normal(hit.size)
        if step >= burn and step % 20 == 0:
            idx = cell(x, np.clip(z, 1e-6, W - 1e-6))
            counts += np.bincount(idx, minlength=NX * NZ)
            kinetic += np.mean(vx**2 + vz**2) / 2
            taken += 1
    return counts.reshape(NX, NZ), kinetic / taken, (x, z, vx, vz)


def group(table):
    """Eight slices of 5 nm; slice 0 is centred on the lowest field, 4 on the highest."""
    return np.roll(table, 8, axis=0).reshape(8, 16, NZ).sum(axis=1)


def compare(counts, density):
    """Relative sheet densities and largest cumulative-profile error per slice."""
    a, b = group(counts), group(density)
    sa, sb = a.sum(1) / a.sum(), b.sum(1) / b.sum()
    ca = np.cumsum(a, 1) / a.sum(1)[:, None]
    cb = np.cumsum(b, 1) / b.sum(1)[:, None]
    return sa, sb, abs(ca - cb).max()


start = (rng.uniform(0, L, NP), rng.uniform(0.2, W - 0.2, NP),
         rng.standard_normal(NP), rng.standard_normal(NP))
cnt1, kin1, end1 = run_particles(n_q, start)
s1, t1, ks1 = compare(cnt1, n_q)
dev1 = np.max(abs(s1 / t1 - 1))
shape_only = n_q / N_s[:, None]
cnt2, kin2, _ = run_particles(shape_only, end1)
s2, t2, ks2 = compare(cnt2, shape_only)
dev2 = np.max(abs(s2 / t2 - 1))
# tolerances: a few standard errors of the correlated particle samples
assert dev1 < 0.08 and ks1 < 0.03, (dev1, ks1)
assert dev2 < 0.08 and ks2 < 0.03, (dev2, ks2)
assert abs(kin1 - 1) < 0.03 and abs(kin2 - 1) < 0.03, (kin1, kin2)

# --- correction forced to zero at mid-film
mid = np.array([W / 2])


def mid_correction(f):
    return E_F - KT * np.log(solve_slice(f, mid)[0][0] / N_C) - f * W / 2


offset_mid = -np.array([mid_correction(f) for f in field])
spur_mid = abs(np.gradient(offset_mid, dx)).max()
spur_shape = abs(np.gradient(KT * np.log(N_s), dx)).max()
sh_lo, sh_hi = solve_slice(F_LO, mid)[1], solve_slice(F_HI, mid)[1]
ratio_true = sh_lo.sum() / sh_hi.sum()
ratio_mid = ratio_true * np.exp((mid_correction(F_LO) - mid_correction(F_HI)) / KT)


# --- quantum motion along x from the full two-dimensional problem
def sheet_2d(period, nmax, nb=12):
    n = np.arange(-nmax, nmax + 1)
    cosine = 0.5 * (np.eye(len(n), k=1) + np.eye(len(n), k=-1))
    total = np.zeros(2)
    for g, mz, mx, my in VALLEYS:
        kin, zmat = film_matrices(mz, nb)
        kx = np.diag(H2M / (2 * mx) * (2 * np.pi * n / period)**2)
        ham = (np.kron(kx, np.eye(nb)) + np.kron(np.eye(len(n)), kin + F_MEAN * zmat)
               - F_AMP * np.kron(cosine, zmat))
        en, c = eigh(ham)
        rho = (c * np.exp((E_F - en) / KT)) @ c.T
        rho = np.einsum("iaja->ij", rho.reshape(len(n), nb, len(n), nb))
        for j, wave in enumerate((np.ones(len(n)), (-1.0)**n)):
            total[j] += (2 * g * np.sqrt(my * KT / (2 * np.pi * H2M))
                         * (wave @ rho @ wave) / period)
    return total


slices = np.array([sh_lo.sum(), sh_hi.sum()])
dev40 = sheet_2d(L, 24) / slices - 1
dev80 = sheet_2d(2 * L, 44) / slices - 1
assert abs(dev40).max() < 0.2
assert np.all((dev40 / dev80 > 2.5) & (dev40 / dev80 < 5.5)), (dev40, dev80)

# --- sizes of other neglected effects
fermi_lo = solve_slice(F_LO, mid, fermi=True)[1].sum()
deg = sh_lo.sum() / fermi_lo - 1
deg_on = KT * np.log(solve_slice(F_LO, mid, ef=0.05)[1].sum()
                     / solve_slice(F_LO, mid, ef=0.05, fermi=True)[1].sum())
self_field = e * sh_lo.sum() * 1e18 / (11.7 * epsilon_0) * 1e-8
kin, zmat = MATS[0.916]
en_hi, c_hi = np.linalg.eigh(kin + F_HI * zmat)
en_lo = np.linalg.eigvalsh(kin + F_LO * zmat)
kin_p, zmat_p = MATS[0.19]
en_p_hi = np.linalg.eigvalsh(kin_p + F_HI * zmat_p)
en_p_lo = np.linalg.eigvalsh(kin_p + F_LO * zmat_p)
nonpar = -0.5 * np.sum((np.diag(kin) * c_hi[:, 0])**2)
barrier, m_ox = 3.1, 0.5
pen = m_ox / 0.916 / np.sqrt(2 * m_ox * barrier / H2M)
nn = np.arange(1, NB + 1)
d0 = np.sqrt(2 / W) * np.sum(c_hi[:, 0] * nn * np.pi / W)
dW = np.sqrt(2 / W) * np.sum(c_hi[:, 0] * nn * np.pi / W * (-1.0)**nn)
pen_shift = -H2M / (2 * 0.916) * (d0**2 + dW**2) * pen
kt4 = k * 400 / e
dC400 = kt4 * np.log(solve_slice(F_LO, mid, kt=kt4)[1].sum()
                     / solve_slice(F_HI, mid, kt=kt4)[1].sum())
dC300 = KT * np.log(ratio_true)
C_lo = E_F - KT * np.log(sh_lo.sum() / (N_C * W))
C_hi = E_F - KT * np.log(sh_hi.sum() / (N_C * W))

print(f"film thickness {W:.1f} nm, period {L:.0f} nm, T {T:.0f} K, kT {KT*1e3:.2f} meV")
print(f"field low/high {F_LO*10:.2f} / {F_HI*10:.2f} MV/cm, E_F {E_F*1e3:.0f} meV")
print("masses: 0.916 and 0.19 type, values used:", VALLEYS[0][1], VALLEYS[0][2])
print(f"N_c all valleys {N_C*1e21:.3e} cm^-3")
print(f"lowest level m_z=0.916, low/high field {en_lo[0]*1e3:.1f} / {en_hi[0]*1e3:.1f} meV")
print(f"lowest level m_z=0.19, low/high field {en_p_lo[0]*1e3:.1f} / {en_p_hi[0]*1e3:.1f} meV")
print(f"sheet density low/high field {sh_lo.sum()*1e14:.3e} / {sh_hi.sum()*1e14:.3e} cm^-2")
print(f"sheet density ratio low/high {ratio_true:.3f}")
z_show = np.array([0.25, 0.5, 1.0, 2.5, 4.0, 4.75])
for name, f in (("low", F_LO), ("high", F_HI)):
    dens = solve_slice(f, z_show)[0]
    for zz, d in zip(z_show, dens):
        ve = E_F - KT * np.log(d / N_C)
        print(f"{name} field z {zz:.2f} nm: n_q {d*1e21:.3e} cm^-3, V {f*zz*1e3:.1f},"
              f" V_eff {ve*1e3:.1f}, V_corr {(ve-f*zz)*1e3:.1f} meV")
for name, f in (("low", F_LO), ("high", F_HI)):
    zq = solve_slice(f, zs)[0]
    zc = np.exp(-f * zs / KT)
    print(f"mean depth {name} field: quantum {zq@zs/zq.sum():.3f},"
          f" uncorrected {zc@zs/zc.sum():.3f} nm")
print(f"constant C low/high field {C_lo*1e3:.2f} / {C_hi*1e3:.2f} meV")
print(f"C difference high-low at 300 K {dC300*1e3:.2f} meV, at 400 K {dC400*1e3:.2f} meV")
print(f"C difference first to last slice of half period: Fermi {dC_fermi*1e3:.3f},"
      f" force integral {dC_integral*1e3:.3f} meV")
print(f"largest mean longitudinal force: true {force_scale*10:.4f},"
      f" correction {abs(mean_corr_force).max()*10:.1e} MV/cm (times e)")
print(f"solver difference relative to peak {err_solver:.1e}")
print(f"wall length lambda for m=0.19 {lam:.3f} nm, wall-law error {err_wall:.1e}")
print(f"correction in interior of 30 nm film {corr_interior*1e3:.4f} meV")
print(f"particles {NP}, time step {DT} and collision rate {RATE} (nm, thermal speed units)")
print("right C, particle share of 8 slices:", " ".join(f"{v:.4f}" for v in s1))
print("right C, target share of 8 slices:  ", " ".join(f"{v:.4f}" for v in t1))
print(f"right C: largest sheet error {dev1*100:.1f} %, cumulative profile error {ks1:.4f}")
print("equal C, particle share of 8 slices:", " ".join(f"{v:.4f}" for v in s2))
print(f"equal C: largest error from uniform {dev2*100:.1f} %, profile error {ks2:.4f}")
print(f"kinetic energy per two directions, runs 1/2: {kin1:.4f} / {kin2:.4f} kT")
print(f"mid-film zero: sheet ratio low/high {ratio_mid:.3f}, false field {spur_mid*10:.4f} MV/cm")
print(f"equal C: largest false field {spur_shape*10:.4f} MV/cm")
print(f"quantum motion along x, period 40 nm, low/high field: {dev40[0]*100:.2f} / {dev40[1]*100:.2f} %")
print(f"quantum motion along x, period 80 nm, low/high field: {dev80[0]*100:.2f} / {dev80[1]*100:.2f} %")
print(f"m_z=0.916 valley share low/high field {sh_lo[0]/sh_lo.sum():.3f} / {sh_hi[0]/sh_hi.sum():.3f}")
share_cl = np.array([g * np.sqrt(a * b * c) for g, a, b, c in VALLEYS])
print(f"m_z=0.916 valley share with one common V_eff {share_cl[0]/share_cl.sum():.3f}")
print(f"Boltzmann excess of sheet density, low field {deg*100:.2f} %")
print(f"degeneracy shift of C if E_F were +50 meV, low field {deg_on*1e3:.2f} meV")
print(f"field of the electrons' own charge, low-field slice {self_field:.4f} MV/cm")
print(f"nonparabolic shift (0.5 /eV), lowest level, high field {nonpar*1e3:.2f} meV")
print(f"wall penetration shift (barrier {barrier} eV, mass {m_ox}), high field {pen_shift*1e3:.2f} meV")
print(f"film potential drop {F_HI*W:.3f} eV, oxide field {F_HI*10*11.7/3.9:.2f} MV/cm at high field")
print("done: every assertion held")
```

It prints:

```
film thickness 5.0 nm, period 40 nm, T 300 K, kT 25.85 meV
field low/high 0.10 / 0.40 MV/cm, E_F -80 meV
masses: 0.916 and 0.19 type, values used: 0.916 0.19
N_c all valleys 2.738e+19 cm^-3
lowest level m_z=0.916, low/high field 39.8 / 94.8 meV
lowest level m_z=0.19, low/high field 103.8 / 173.8 meV
sheet density low/high field 6.028e+10 / 6.013e+09 cm^-2
sheet density ratio low/high 10.026
low field z 0.25 nm: n_q 1.185e+16 cm^-3, V 2.5, V_eff 120.2, V_corr 117.7 meV
low field z 0.50 nm: n_q 4.413e+16 cm^-3, V 5.0, V_eff 86.2, V_corr 81.2 meV
low field z 1.00 nm: n_q 1.353e+17 cm^-3, V 10.0, V_eff 57.3, V_corr 47.3 meV
low field z 2.50 nm: n_q 2.119e+17 cm^-3, V 25.0, V_eff 45.7, V_corr 20.7 meV
low field z 4.00 nm: n_q 6.588e+16 cm^-3, V 40.0, V_eff 75.9, V_corr 35.9 meV
low field z 4.75 nm: n_q 4.795e+15 cm^-3, V 47.5, V_eff 143.6, V_corr 96.1 meV
high field z 0.25 nm: n_q 3.093e+15 cm^-3, V 10.0, V_eff 155.0, V_corr 145.0 meV
high field z 0.50 nm: n_q 1.086e+16 cm^-3, V 20.0, V_eff 122.5, V_corr 102.5 meV
high field z 1.00 nm: n_q 2.705e+16 cm^-3, V 40.0, V_eff 98.9, V_corr 58.9 meV
high field z 2.50 nm: n_q 1.453e+16 cm^-3, V 100.0, V_eff 115.0, V_corr 15.0 meV
high field z 4.00 nm: n_q 1.644e+15 cm^-3, V 160.0, V_eff 171.3, V_corr 11.3 meV
high field z 4.75 nm: n_q 9.386e+13 cm^-3, V 190.0, V_eff 245.3, V_corr 55.3 meV
mean depth low field: quantum 2.281, uncorrected 1.740 nm
mean depth high field: quantum 1.726, uncorrected 0.644 nm
constant C low/high field 60.26 / 119.85 meV
C difference high-low at 300 K 59.59 meV, at 400 K 62.14 meV
C difference first to last slice of half period: Fermi 59.574, force integral 59.562 meV
largest mean longitudinal force: true 0.0471, correction 1.7e-06 MV/cm (times e)
solver difference relative to peak 1.4e-05
wall length lambda for m=0.19 2.785 nm, wall-law error 5.2e-06
correction in interior of 30 nm film -0.0220 meV
particles 8000, time step 0.025 and collision rate 0.2 (nm, thermal speed units)
right C, particle share of 8 slices: 0.2917 0.2073 0.0918 0.0416 0.0314 0.0417 0.0914 0.2031
right C, target share of 8 slices:   0.2914 0.2059 0.0910 0.0419 0.0308 0.0419 0.0910 0.2059
right C: largest sheet error 1.8 %, cumulative profile error 0.0067
equal C, particle share of 8 slices: 0.1245 0.1253 0.1271 0.1258 0.1227 0.1241 0.1250 0.1255
equal C: largest error from uniform 1.8 %, profile error 0.0030
kinetic energy per two directions, runs 1/2: 1.0057 / 1.0007 kT
mid-film zero: sheet ratio low/high 12.506, false field 0.0051 MV/cm
equal C: largest false field 0.0470 MV/cm
quantum motion along x, period 40 nm, low/high field: -3.57 / 2.96 %
quantum motion along x, period 80 nm, low/high field: -0.93 / 0.73 %
m_z=0.916 valley share low/high field 0.756 / 0.836
m_z=0.916 valley share with one common V_eff 0.333
Boltzmann excess of sheet density, low field 0.34 %
degeneracy shift of C if E_F were +50 meV, low field 8.42 meV
field of the electrons' own charge, low-field slice 0.0093 MV/cm
nonparabolic shift (0.5 /eV), lowest level, high field -0.90 meV
wall penetration shift (barrier 3.1 eV, mass 0.5), high field -3.45 meV
film potential drop 0.200 eV, oxide field 1.20 MV/cm at high field
done: every assertion held
```
